Finite-size corrections of ħω_p/4 in the electron gas

FIRST HALF: THE POTENTIAL ENERGY AND THE TOTAL

1. What dimensions say about the answer

A simulation of the electron gas in a periodic cell leaves out the density waves that are longer than the cell. The energy they carry can be estimated before any calculation.

In a very long density wave the electrons move together, driven by the electric field of the charge they displace. Three quantities enter: ħ, the mass m, and the product e²n, where n is the density. The product e²n appears because the field is proportional to the displaced charge density and the force on each electron to that field. The Fermi wavevector and the cell edge L enter through corrections that vanish as the wavelength grows.

In Gaussian units ħ²/m has the dimension energy × length², and e²n has the dimension energy/length². A product (ħ²/m)^a (e²n)^b is an energy only if a = b and a + b = 1. Hence a = b = 1/2, and

energy = constant × ħ √(e²n/m).

With ω_p = √(4πe²n/m), this is a number times ħω_p. If one long-wavelength mode is missing from the cell, the missing energy per cell is a number times ħω_p, whatever the number N of electrons. Per electron it falls as 1/N.

The number has to be derived. It is 1/4 for the potential energy and 1/4 for the kinetic energy.

2. System, conventions and assumptions

Hartree atomic units are used from here on, so ħ = m = e = 1. N electrons move in a cubic cell of edge L and volume Ω = L³, with a uniform neutralising background. The gas is unpolarised, and

n = N/Ω = 3/(4πr_s³) = k_F³/(3π²), ω_p² = 4πn = 3/r_s³.

The allowed wavevectors of the density are k = 2πm/L, with m a vector of integers. A prime on a sum means that k = 0 is left out. Further,

ρ_k = Σ_j exp(ik·r_j), S(k) = ⟨|ρ_k|²⟩/N, v(k) = 4π/k².

The finite-size error is defined as a quantity to be added to the cell result:

ΔX = X(infinite system, for N electrons) − X(cell).

Three assumptions are made.

(a) At each allowed k, S(k) in the cell equals its infinite-system value. The same is assumed later for the Jastrow coefficient.

(b) The kinetic energy of the non-interacting electrons has been brought to its infinite-system value. Averaging over twisted boundary conditions does most of this. At fixed N it leaves a small positive remainder, because the occupied states at each twist do not fill an exact Fermi sphere. For 54 electrons at r_s = 5 bohr the remainder is 0.005 hartree per cell. It can be calculated for free electrons and subtracted.

(c) The shortest wavevector 2π/L lies in the range where the small-k laws below hold.

3. The energy of the periodic cell

The interaction of two electrons, with all periodic images and the background included, is

v_E(r) = (1/Ω) Σ' v(k) exp(ik·r).

Each electron also interacts with its own images and with the background. This gives v_M/2 per electron, where

v_M = lim(r→0) [v_E(r) − 1/r].

For the pairs,

Σ_{i≠j} exp[ik·(r_i − r_j)] = |ρ_k|² − N,

because the full double sum is |ρ_k|² and its N diagonal terms are each 1. The potential energy per electron is therefore

V_cell/N = (1/2Ω) Σ' v(k)[S(k) − 1] + v_M/2. (1)

The constant v_M can be written in the same language. Since 1/r = ∫d³k/(2π)³ v(k) exp(ik·r),

v_M = (1/Ω) Σ' v(k) − ∫d³k/(2π)³ v(k). (2)

Both parts diverge at large k. They are to be taken with a common factor exp(−εk²), and ε → 0 after the subtraction. This factor averages the function v_E(r) − 1/r, which is smooth near r = 0, over a Gaussian of vanishing width, and so returns its value at r = 0.

Insert (2) in (1). The terms with −1 in the sum cancel against the sum in (2):

V_cell/N = ½ [(1/Ω) Σ' v S − ∫d³k/(2π)³ v].

For the infinite system,

V_inf/N = ½ ∫d³k/(2π)³ v (S − 1).

The difference is

ΔV/N = ∫d³k/(2π)³ g(k) − (1/Ω) Σ' g(k), g(k) = v(k)S(k)/2. (3)

The error is thus that of replacing an integral by a lattice sum with one point removed. The Madelung term is needed for this result: without it, (3) would contain S − 1 in place of S, and the function would diverge at k = 0.

4. The missing point

Let g have a finite limit g(0). Poisson's summation formula reads

(1/Ω) Σ_{all k} g(k) = Σ_R G(R), G(R) = ∫d³k/(2π)³ g(k) exp(ik·R),

where R runs over the lattice vectors of the periodic cell. The term R = 0 is the integral in (3). Moving it to one side and separating the point k = 0 gives

ΔV/N = g(0)/Ω − Σ_{R≠0} G(R). (4)

The remaining sum is governed by the places where g is not smooth. If g = g(0) + constant × |k| + … near the origin, then G(R) falls as R⁻⁴, as shown in section 13. Its contribution per electron is of order L⁻⁴, against L⁻³ for the first term. The leading error is therefore

ΔV = N g(0)/Ω = n g(0). (5)

It remains to find S(k) at small k.

5. The structure factor at small k

Let the states |m⟩ have excitation energies E_m above the ground state |0⟩. For k ≠ 0 the mean of ρ_k vanishes, so S(k) = (1/N) Σ_m |⟨m|ρ_k|0⟩|². The density response at imaginary frequency iν is

χ(k,iν) = −(1/Ω) Σ_m |⟨m|ρ_k|0⟩|² 2E_m/(E_m² + ν²).

The integral of 2E/(E² + ν²) over ν from 0 to ∞ is π for every E > 0. Hence

S(k) = −(1/πn) ∫₀^∞ dν χ(k,iν). (6)

The proper response χ_p is the response to the total potential, that is, the external potential plus the electrostatic potential of the induced charge. With δn = χ_p(φ_ext + v δn),

χ = χ_p/(1 − vχ_p). (7)

At fixed ν and small k, χ_p follows from the balance of momentum. Let the total potential energy φ vary in space as exp(ik·r) and grow in time as exp(νt). Mutual forces between electrons conserve momentum, so within the fluid they act through the gradient of a momentum flux. That flux responds to gradients of the motion, so its contribution is smaller than the direct force by a factor of order k². To leading order the current j and the density obey

ν j = −n∇φ, ν δn = −∇·j.

Together these give ν² δn = n∇²φ = −nk²φ, and so

χ_p(k,iν) = −nk²/ν².

Equation (7), with 4πn = ω_p², gives

χ(k,iν) = −(nk²/ν²)/(1 + ω_p²/ν²) = −nk²/(ν² + ω_p²).

The balance fails for ν of order k k_F or less, where electrons cross a wavelength within the time 1/ν. This range does no harm. By its definition −χ is positive and largest at ν = 0. There the gas screens a slowly varying static potential completely, v δn = −φ_ext, so −χ approaches 1/v = k²/4π as k → 0. Within the range −χ is therefore at most of order k², and the width of the range is of order k. The range can change S by no more than order k³. Equation (6) then gives

S(k) = (k²/π) ∫₀^∞ dν/(ν² + ω_p²) = (k²/π)(π/2ω_p) = k²/(2ω_p). (8)

The derivation used conservation of momentum by the electrons alone. In a crystal the lattice takes up momentum, and (8) cannot be carried over unchanged.

6. The potential correction

From (8),

g(0) = ½ (4π/k²)(k²/2ω_p) = π/ω_p,

and (5) becomes

ΔV = πn/ω_p = (ω_p²/4)/ω_p = ω_p/4. (9)

The sign is positive: the potential energy of the finite cell is too low. In (3) the sum lacks a positive contribution.

7. Why a bare determinant behaves differently

For a determinant of plane waves filling the Fermi sphere, ρ_k moves an electron from p to p + k, which is possible only if p + k is outside the sphere. The structure factor S0(k) is the fraction of electrons for which this holds. The overlap of two Fermi spheres displaced by k consists of two equal caps:

2π ∫_{k/2}^{k_F} (k_F² − z²) dz = 2π(2k_F³/3 − k_F²k/2 + k³/24).

Dividing by 4πk_F³/3 and subtracting from 1 gives, for k < 2k_F,

S0(k) = 3k/(4k_F) − k³/(16k_F³), (10)

and S0 = 1 for k > 2k_F.

At small k, vS0/2 = 3π/(2k_F k) diverges, and (5) does not apply. By scaling k with 2π/L, the integral minus the sum of 1/k is proportional to L/Ω. The error per cell is then proportional to nL, which grows as N^(1/3). This is the finite-size error of pure exchange. Coulomb correlation removes it by reducing S from order k to order k².

The crossover lies where k²/(2ω_p) equals 3k/(4k_F), at k_c = 3ω_p/(2k_F). Assumption (c) is safely met when 2π/L is well below k_c. Since k_c/k_F is proportional to ω_p/k_F², and hence to √r_s, a denser gas needs a larger N to meet it. Section 17 returns to how strictly the condition must be kept.

8. The total energy from the coupling strength

Multiply the interaction by λ and let λ grow from 0 to 1. The derivative of the ground-state energy with respect to λ is the expectation value of the unscaled interaction. Apart from the part −nv/2, which does not depend on S, each wavevector contributes nvS_λ/2. In the random-phase approximation χ_p is replaced by the response χ_0 of free electrons. With (6) the energy per wavevector is

e(k) = −∫₀¹ dλ (v/2π) ∫₀^∞ dν χ_0/(1 − λvχ_0)
  = (1/2π) ∫₀^∞ dν ln(1 − vχ_0). (11)

The λ integral was done first. This energy contains the potential part at λ = 1 and the increase of kinetic energy caused by the interaction. For k → 0, −vχ_0 → ω_p²/ν². The integral of ln(1 + ω_p²/ν²) over ν is πω_p, so e → ω_p/2. The potential part nvS/2 tends to ω_p/4, which leaves ω_p/4 for the kinetic part.

For r_s = 5 bohr, numerical integration of (11) with the full free-electron response at k = 0.02 k_F gives 0.03873 hartree for the potential part and 0.03770 hartree for the kinetic part. The value of ω_p/4 is 0.03873 hartree. The kinetic part approaches the limit more slowly, a difference taken up in section 14.

9. What the virial theorem adds

At fixed N, measure lengths in units of r_s. The kinetic operator then scales as r_s⁻² and the interaction as r_s⁻¹. Differentiating the ground-state energy gives

2T + V = −r_s dE/dr_s.

This holds for the cell and for the infinite system, so it holds for the differences. With ΔT = ΔE − ΔV,

2ΔE + r_s dΔE/dr_s = ΔV.

Multiply by r_s. The left side becomes d(r_s²ΔE)/dr_s. By (9), ΔV = a r_s^(−3/2) with a = √3/4, so

r_s²ΔE = ∫ a r_s^(−1/2) dr_s = 2a r_s^(1/2) + C,
ΔE = 2ΔV + C/r_s². (12)

Apart from C/r_s², then, ΔT = ΔV. This argument uses no trial wave function. The constant C may depend on N, and the virial theorem cannot determine it. A term C/r_s² is purely kinetic, because ΔV does not contain it. The Jastrow factor shows where such a term comes from.


SECOND HALF: THE JASTROW FACTOR AND THE KINETIC ENERGY

10. Symbols and results carried over

The cell has edge L, volume Ω and N electrons at density n; ω_p² = 4πn. Hartree units are used, v = 4π/k², and a primed sum omits k = 0. The structure factor is S(k) = ⟨|ρ_k|²⟩/N, and that of a plane-wave determinant is S0(k) ≈ 3k/(4k_F) at small k. The error ΔX is the infinite-system value for N electrons minus the cell value. The first half found S = k²/(2ω_p) at small k and ΔV = ω_p/4. An integral minus a lattice sum without k = 0 has, as its leading part, the value of the summed function at k = 0.

The trial wave function is Ψ = D e^J, with D a determinant of plane waves and

J = −(1/2Ω) Σ' u(k)(|ρ_k|² − N). (13)

This is minus the sum over pairs of a real function with Fourier coefficients u(k). A positive u suppresses density fluctuations.

11. Two forms of the kinetic energy

Let ∇ be the gradient in all 3N coordinates, T0 the kinetic energy of D, and w = |D|²e^{2J}. Since −½∇²D = T0 D,

−½∇²(De^J) = e^J [T0 D − ∇D·∇J − ½D(∇²J + |∇J|²)].

Multiply by D*e^J, take the real part and integrate. The middle term contains Re(D*∇D) = ½∇|D|². Integration by parts, without boundary terms because w and J are periodic even for twisted orbitals, gives

−½ ∫ e^{2J} ∇|D|²·∇J = ½ ∫ w (∇²J + 2|∇J|²).

The terms with ∇²J cancel, and of |∇J|² one half remains:

⟨T⟩ = T0 + ½⟨|∇J|²⟩. (14)

The Jastrow factor therefore always raises the kinetic energy above T0. For the second form, integrate the divergence of w∇J, which gives zero:

∫ w (∇²J + 2|∇J|² + ∇ln|D|²·∇J) = 0.

Dividing by 4∫w,

½⟨|∇J|²⟩ = −¼⟨∇²J⟩ − ¼⟨∇ln|D|²·∇J⟩. (15)

The first term on the right follows from S and u. Each pair term exp[ik·(r_i − r_j)] in J depends on two particles, and each of their Laplacians gives −k². Hence

∇²J = (1/Ω) Σ' k²u(k)(|ρ_k|² − N),
−¼⟨∇²J⟩ = (N/4Ω) Σ' k²u(k)[1 − S(k)]. (16)

The cross term in (15) need not be small at finite k. Take three fermions of one spin on a ring of length 2π, in plane waves −1, 0 and 2, with u(±1) = 1.1 and u(±2) = 0.4 in the one-dimensional form of (13). Quadrature on a grid gives ½⟨|∇J|²⟩ = 0.1928 hartree. Expression (16) gives 0.2660 hartree and the cross term −0.0732 hartree. To find the missing term at k = 0, we must know how the cross term behaves at small k.

12. The Jastrow factor at small k

Treat the density waves as independent Gaussian variables. For each pair k, −k, the weight |D|² gives ρ_k the distribution exp[−|ρ_k|²/(N S0)]. The factor e^{2J} multiplies it by exp[−2u|ρ_k|²/Ω], since k and −k both occur in (13). Adding the exponents and multiplying by N,

1/S = 1/S0 + x, x = 2nu. (17)

The kinetic energy needs the gradient for one electron l. Equation (13) gives

∇_l J = −(i/Ω) Σ' k u(k) exp(ik·r_l) ρ_k*,

where the two terms from differentiating |ρ_k|² are equal after k → −k. Squaring and summing over l gives terms with ρ_{k−k'}. For k = k' this factor is N. For k ≠ k' it fluctuates about zero, and the Gaussian treatment drops those terms. Then

½⟨|∇J|²⟩ = ½n² Σ' k²u²S = Σ' k²x²S/8. (18)

A small system shows the quality of the approximation. Take 14 electrons, with the seven lowest plane waves filled for each spin, in a cell of edge 2π bohr. A shortest wavevector takes 5 of the 7 filled states outside the filled set, so S0 = 5/7. Put x = 2 on the six shortest wavevectors and zero elsewhere. Equation (17) gives S = 1/(1.4 + 2) = 0.294, and Metropolis sampling of |Ψ|² gives 0.302. Equation (18) gives 6 × 4 × 0.294/8 = 0.88 hartree, and sampling gives 0.88 hartree. This closer agreement is partly accidental: with the sampled S, (18) would give 0.91 hartree. The approximation is good to a few per cent here.

The best x minimises the energy per wavevector. With s = 1/S0 and nv/2 = ω_p²/(2k²), the part that depends on x is

e(x) = [k²x²/8 + ω_p²/(2k²)]/(s + x).

Setting the derivative to zero gives

(k²x/4)(s + x) = k²x²/8 + ω_p²/(2k²).

Multiplying by 8/k² and collecting terms gives x² + 2sx = 4ω_p²/k⁴. The positive root is

x = −s + √(s² + 4ω_p²/k⁴), S = 1/√(s² + 4ω_p²/k⁴). (19)

For k → 0 the term 4ω_p²/k⁴ dominates s², which is of order 1/k². Hence S → k²/(2ω_p), in agreement with the first half. Also x → 2ω_p/k², and

u(k) = x/(2n) → ω_p/(nk²) = 4π/(ω_p k²). (20)

The last step uses n = ω_p²/(4π). In real space this is a tail 1/(ω_p r) of the pair function in J, which suppresses density waves of long wavelength.

13. The missing kinetic term and the next order

From (20), k²u → 4π/ω_p, and S → 0. The summand of (16) at k = 0 is therefore

(N/4Ω)(4π/ω_p) = πn/ω_p = ω_p/4. (21)

The cross term does not change this limit. In the Gaussian treatment, (18) has the summand (k²x/8)(xS), where xS = 1 − sS by (17). Expression (16) has (k²x/8)(1 − S). The cross term is their difference,

−(k²x/8)(s − 1)S.

Here k²x → 2ω_p, while at small k

sS → (4k_F/3k)(k²/2ω_p) = 2k_F k/(3ω_p).

The cross term thus tends to −k_F k/6, which vanishes at k = 0. So

ΔT = ω_p/4 to leading order, ΔE = ω_p/2 per cell = ω_p/(2N) per electron. (22)

The approach to this limit is slow because of terms linear in k. From (19), x = 2ω_p/k² − s + …, so

k²x/8 = ω_p/4 − k_F k/6 + ….

Adding the cross term, the summand of (18) is

t(k) = ω_p/4 − k_F k/3 + …. (23)

The effect of the linear term follows from Poisson's formula. With a factor exp(−εk), and ε → 0 at the end, the Fourier transform of |k| is

(1/2π²R) ∫₀^∞ dk k² sin(kR) exp(−εk) = (1/2π²R) Im[2/(ε − iR)³] → −1/(π²R⁴).

The lattice sum of |k| minus its integral, Ω∫d³k/(2π)³ |k|, is Ω times the sum of this over R ≠ 0. That is −Z/(π²L), where

Z = Σ_{m≠0} |m|⁻⁴ = 16.532

for the simple cubic lattice, by direct summation with an integral for the tail. The integral minus the sum has the opposite sign. Multiplying by −k_F/3,

ΔT = ω_p/4 − k_F Z/(3π²L) + …. (24)

The second term falls as N^(−1/3) and, at fixed N, scales as r_s⁻². It therefore has the form C/r_s² that the virial theorem left open.

14. Which part is universal

Put (19) into e(x). Since ω_p²/(2k²) = (k²/8)(x² + 2sx), the minimum is k²x/4, or

e = ½ [√(ω_p² + ω_0²) − ω_0], ω_0 = k²/(2S0). (25)

This is the zero-point energy of an oscillator that includes the Coulomb restoring force, minus the zero-point energy without it. For k → 0 it is ω_p/2, shared equally between kinetic and potential energy as in any harmonic oscillator. The missing energy is the zero-point energy of one plasmon. The linear term is −ω_0/2 = −k_F k/3.

The single frequency ω_0 stands for a whole range of particle-hole energies, so its coefficient depends on the model. The random-phase energy (1/2π)∫dν ln(1 − vχ_0) gives another value. For small k and ν = k k_F q, only electrons at the Fermi surface contribute, with μ the cosine between their momentum and k:

−vχ_0 = (4π/k²)(k_F/2π²) ∫_{−1}^{1} dμ μ²/(q² + μ²)
  = (3ω_p²/k²k_F²)[1 − q arctan(1/q)].

The last form uses ω_p² = 4k_F³/(3π). Subtract the leading result, obtained with −vχ_0 = ω_p²/(k²k_F²q²). As k → 0 the 1 in each logarithm becomes negligible, and the linear coefficient is

(k_F/2π) ∫₀^∞ dq ln{3q²[1 − q arctan(1/q)]} = −0.355 k_F,

by numerical quadrature, against −0.333 k_F in the Gaussian treatment. The limit ω_p/4 is common to both; the N^(−1/3) term is not.

15. A worked example

Take r_s = 5 bohr. Then

ω_p = √(3/125) = 0.15492 hartree, k_F = 0.38383 bohr⁻¹,
ω_p/4 = 0.03873 hartree = 1.054 eV.

The model is defined by (19), with S0 of the infinite gas: equation (10) below 2k_F, and 1 above. Potential energies use S in (1), with v_M = −2.8373/L from an Ewald sum. Kinetic energies use (18), without T0. Lattice sums run to |m| = 160 and are completed by an integral; infinite-system values are radial integrals. These are energies of the model, and the example shows its finite-size errors. It leaves out any change of S or u with cell size, and correlations beyond Gaussian density waves.

For N = 54, L = 30.46 bohr and 2π/L = 0.54 k_F. The crossover wavevector is k_c = 3ω_p/(2k_F) = 0.605 bohr⁻¹ = 1.58 k_F, so the shortest wavevector is about a third of it. Energies per electron, in hartree:

Potential: cell −0.155657, infinite −0.154944
Kinetic: cell 0.022371, infinite 0.022958

The missing energies per cell are

ΔV = 54 × 0.000713 = 0.0385 hartree,
ΔT = 54 × 0.000587 = 0.0317 hartree.

The potential value agrees with ω_p/4 to 0.5 per cent. The kinetic value is 18 per cent below ω_p/4. Equation (24) accounts for this:

k_F Z/(3π²L) = 0.38383 × 16.532/(29.609 × 30.465) = 0.00703 hartree,
0.03873 − 0.00703 = 0.0317 hartree.

The leading correction to the total energy is ω_p/(2N) = 0.00143 hartree, or 0.039 eV, per electron. It changes the error of the cell from 0.00130 hartree below the infinite-system value to 0.00013 hartree above it. The overshoot is the neglected second term of (24), 0.00703/54 = 0.00013 hartree.

For larger cells, in hartree per cell:

N = 250: ΔV = 0.03880, ΔT = 0.03454; equation (24) gives 0.03451
N = 2000: ΔV = 0.03848, ΔT = 0.03657; equation (24) gives 0.03662

The kinetic error approaches ω_p/4 as N^(−1/3). The potential error scatters around ω_p/4, and its deviation at N = 2000, −0.00025 hartree, is larger than at N = 54.

16. The scatter of the potential error

The scatter comes from k = 2k_F, where the second derivative of S0 jumps from −3/(4k_F²) to 0. By (19), ∂S/∂S0 = (S/S0)³, which at 2k_F is c = S³. The function k g(k) = 2πS/k then has a jump in its second derivative of

A = (π/k_F) × 3c/(4k_F²) = 3πc/(4k_F³).

The Fourier transform of g is G(R) = (1/2π²R) ∫dk k g(k) sin(kR). Three integrations by parts on either side of 2k_F leave −A cos(2k_F R)/R³ from the jump. Hence G(R) ≈ −A cos(2k_F R)/(2π²R⁴). By (4) the deviation per cell is −N ΣG(R). With N = k_F³L³/(3π²),

ΔV − ω_p/4 ≈ [c/(8π³L)] Σ_{m≠0} cos(2k_F L|m|)/|m|⁴. (26)

For r_s = 5 bohr, S(2k_F) = (1 + ω_p²/4k_F⁴)^(−1/2) = 0.885 and c = 0.69. At N = 2000, L = 101.55 bohr and 2k_F L = 77.956. The nearest three shells of m contain 6, 12 and 8 vectors, with cosines −0.834, −0.958 and −0.998:

6(−0.834) + (12/4)(−0.958) + (8/9)(−0.998) = −8.8.

The prefactor is 0.69/(248 × 101.55) = 2.7 × 10⁻⁵ hartree, so the deviation is about −0.00024 hartree, close to the value found. The envelope falls as 1/L, but the phase can make a larger cell deviate more than a smaller one.

The kinetic summand also depends on S0, so its second derivative jumps at 2k_F as well. This adds to (24) an oscillating term of order 1/L. It is small in this example: at N = 2000, ΔT differs from (24) by 0.00005 hartree.

17. Use of the correction

In a simulation of the gas, ω_p/2 is added once to the total energy of a cell, after T0 has been brought to its infinite-system value as in assumption (b), including the remainder left by twist averaging. If the potential energy has already been corrected by extrapolating the measured S(k) to k = 0 in (5), only the kinetic part ω_p/4 remains to be added. The two parts differ in how small 2π/L must be. At small k, (19) makes vS/2 proportional to 1/√(k² + k_c²). This function is smooth, and its Fourier transform falls exponentially once R exceeds 1/k_c. By (4), the potential correction of this model therefore remains good even when 2π/L is close to k_c. The exponential fall belongs to (19). The random-phase S(k) contains a particle-hole term of order k⁵, which leaves a tail falling as a power of R. In the r_s = 1 bohr cell quoted next, the random-phase ΔV is about 1 per cent below ω_p/4. In the model of section 15 with r_s = 1 bohr and N = 54, 2π/L is 0.76 k_c and ΔV is only 0.5 per cent below ω_p/4. With r_s = 0.1 bohr and N = 54, 2π/L is 2.4 k_c and ΔV is 21 per cent below. The kinetic part is more sensitive because of its linear term: in the first of these cells ΔT is 40 per cent below ω_p/4, and a term of the form of the second term of (24) is needed. Its coefficient depends on the model, as section 14 showed: the random-phase response gives 42 per cent in the same cell. Equation (24) is itself an expansion for 2π/L below k_c. In the second cell it would make ΔT negative, whereas the model gives a value 86 per cent below ω_p/4.
